\section*{Kosina's Isotropic Replacement for Impurity Scattering: Low-Field Mobility and Efficiency}

\section{Definitions and conventions}

Rydberg atomic units are used: $\hbar=1$, electron mass $1/2$, $e^2=2$. Carriers occupy one spherical parabolic band with mass $m$ times the electron mass, so that
\begin{equation}
E=\frac{k^2}{m},\qquad v=\frac{dE}{dk}=\frac{2k}{m}.
\end{equation}
They are nondegenerate, with equilibrium distribution $f_0\propto e^{-E/\Theta}$, where $\Theta$ is the thermal energy. Angle brackets denote the average over $f_0$. The mobility is drift velocity per force, $\mu=v_d/F$, in units of $a_0^2/\hbar$; multiplication by $e$ gives the usual mobility.

Elastic impurity scattering is described by $S(k,c)\,dc$, the rate of scattering through an angle whose cosine lies in $dc$, with uniform azimuth. Two rates follow from it:
\begin{equation}
\Gamma=\int_{-1}^{1}S\,dc,\qquad \frac1\tau=\int_{-1}^{1}S\,(1-c)\,dc .
\label{rates}
\end{equation}
The first counts collisions, the second measures the loss of forward momentum.

The worked example has round model parameters: $m=0.2$, static and high-frequency dielectric constants $\varepsilon=12$ and $\varepsilon_\infty=11$, $\Theta=0.0019$ Ry, optical phonon energy $\omega=0.003$ Ry, and impurity density $n=1.5\times10^{-8}\,a_0^{-3}$, equal to the carrier density.

\section{What goes wrong with direct simulation}

The direct scheme simulates every impurity collision with its true angular distribution. Its cost follows from the two rates. A screened impurity has potential energy of magnitude $(2/\varepsilon r)e^{-\beta r}$, with Debye screening $\beta^2=4\pi e^2n/(\varepsilon\Theta)=8\pi n/(\varepsilon\Theta)$. Its Fourier transform is
\begin{equation}
V(q)=\frac{4\pi}{q}\,\frac2\varepsilon\int_0^\infty e^{-\beta r}\sin(qr)\,dr=\frac{8\pi}{\varepsilon(q^2+\beta^2)} .
\end{equation}
There are $k^3/(6\pi^2)$ states per volume and spin below $k$, hence $(k^2/2\pi^2)(dk/dE)=mk/(4\pi^2)$ per energy. In the Born approximation, with independent impurities,
\begin{equation}
S\,dc=2\pi n\,\frac{mk}{4\pi^2}\,V(q)^2\,\frac{dc}{2},\qquad q^2=2k^2(1-c).
\end{equation}
Set $u=(1-c)/2$ and $b=4k^2/\beta^2$. Then $dc/2$ becomes $du$ on $0<u<1$, and $q^2+\beta^2=\beta^2(1+bu)$. The prefactor is
\begin{equation}
A=\frac{32\pi nmk}{\varepsilon^2\beta^4}
=\frac{4mk\Theta}{\varepsilon\beta^2}=\frac{m\Theta}{\varepsilon k}\,b ,
\end{equation}
where one factor $\beta^2$ was replaced by its definition. The total rate is
\begin{equation}
\Gamma=A\int_0^1\frac{du}{(1+bu)^2}=\frac{m\Theta}{\varepsilon k}\,\frac{b}{1+b}.
\label{total}
\end{equation}
For the momentum rate the weight is $1-c=2u$. With $w=1+bu$,
\begin{align}
I_1&=\int_0^1\frac{u\,du}{(1+bu)^2}=\frac1{b^2}\int_1^{1+b}\Big(\frac1w-\frac1{w^2}\Big)dw
=\frac1{b^2}\Big[\ln(1+b)-\frac{b}{1+b}\Big],\\
\frac1\tau&=2AI_1=\frac{m\Theta}{\varepsilon k}\,\frac2b\Big[\ln(1+b)-\frac{b}{1+b}\Big].
\label{mom}
\end{align}

For $b\ll1$ the bracket is $b^2/2$, so both rates tend to $(m\Theta/\varepsilon k)\,b$: slow carriers scatter isotropically already. For $b\gg1$ the total rate tends to $m\Theta/(\varepsilon k)$, which does not contain $n$. Fewer impurities come with fewer carriers to screen them, and the growth of each cross section cancels their smaller number. The momentum rate, in contrast, falls as $n(\ln b-1)$ at fixed $k$.

At $E=1.5\,\Theta$ one has $k=\sqrt{0.2\times0.00285}=0.0239\,a_0^{-1}$ and, with $\beta=4.07\times10^{-3}\,a_0^{-1}$, $b=138$. The common factor is $0.2\times0.0019/(12\times0.0239)=1.33\times10^{-3}$ Ry$/\hbar$. Hence $\Gamma=1.32\times10^{-3}$ Ry$/\hbar$. The bracket in (\ref{mom}) is $4.93-0.99=3.94$, so $1/\tau=1.33\times10^{-3}\times2\times3.94/138=7.6\times10^{-5}$ Ry$/\hbar$. The simulation spends $\Gamma\tau\approx17$ collisions on one momentum relaxation.

Making each collision isotropic while keeping the rate $\Gamma$ saves nothing and destroys the answer. With the phonons introduced below, the mobility drops from $4.99\times10^4$ to $0.80\times10^4\,a_0^2/\hbar$. The rate must change together with the angular distribution, and the question is which property of $S$ the mobility retains.

\section{What the mobility retains}

Elastic scattering changes a function $f(\hat k)$ on the energy sphere at the rate
\begin{equation}
(Cf)(\hat k)=\int_{-1}^1dc\,S(c)\int_0^{2\pi}\frac{d\phi}{2\pi}\,\big[f(\hat k')-f(\hat k)\big],
\end{equation}
because forward and reverse rates are equal. Let $f=P_l(\cos\theta)$, with $\theta$ measured from the force. In the addition theorem for $P_l(\cos\theta')$, the terms depending on the azimuth $\phi$ about $\hat k$ average to zero, leaving $P_l(c)P_l(\cos\theta)$. For $l=1$ this is elementary: $\cos\theta'=c\cos\theta+\sqrt{1-c^2}\sin\theta\cos\phi$ averages to $c\cos\theta$. Thus
\begin{equation}
CP_l=-\lambda_lP_l,\qquad \lambda_l=\int_{-1}^1S(c)\,[1-P_l(c)]\,dc .
\label{lambda}
\end{equation}
Here $\lambda_0=0$ expresses particle conservation and $\lambda_1=1/\tau$.

An isotropic kernel of total rate $R$ is $S=R/2$. Since $P_l$ integrates to zero for $l\ge1$, it has $\lambda_l=R$ for every $l\ge1$. Agreement at $l=1$ therefore requires
\begin{equation}
S_{\rm iso}(k,c)=\frac{1}{2\tau(k)} .
\end{equation}
This is Kosina's replacement. It keeps $l=0$ and $l=1$ and in general alters the rest. For the screened impurity, $1-P_2=\tfrac32(1-c^2)=6u(1-u)$, and
\begin{equation}
I_2=\int_0^1\frac{u^2du}{(1+bu)^2}=\frac1{b^3}\int_1^{1+b}\frac{(w-1)^2}{w^2}dw
=\frac1{b^3}\Big[b-2\ln(1+b)+\frac b{1+b}\Big],
\end{equation}
so that $\lambda_2/\lambda_1=6A(I_1-I_2)/(2AI_1)=3(1-I_2/I_1)$. At $b=138$, $b^2I_1=3.94$ and $b^2I_2=0.936$, which gives 2.29. The isotropic kernel gives 1.

A direct angular simulation at this energy tests both statements. After a time $\tau/2$, the mean of $P_1$ should be $e^{-1/2}=0.607$ in both models; the simulated values are 0.607 and 0.609. The mean of $P_2$ should be $e^{-2.288/2}=0.319$ with the true kernel and 0.607 with the replacement; the simulation gives 0.318 and 0.609. The two models are different stochastic processes that share their $l=1$ decay.

\section{Linear response with an inelastic partner}

Let other scattering be present, with one-particle rates that depend on direction through the scattering angle alone. Polar optical phonons are a demanding case: they change the energy and favour small angles. Their squared coupling is taken as $4\pi\omega\kappa/q^2$ per unit volume, with $\kappa=1/\varepsilon_\infty-1/\varepsilon$. For final wave number $k'$, the angular average is
\begin{equation}
\frac12\int_{-1}^1\frac{dc}{k^2+k'^2-2kk'c}=\frac{\Lambda}{2kk'},\qquad \Lambda=\ln\frac{k+k'}{|k-k'|}.
\end{equation}
Multiplication by $2\pi$, the final density of states $mk'/(4\pi^2)$, the coupling and the phonon factor gives
\begin{equation}
W_\pm=\frac{m\omega\kappa}{k}\,\Lambda_\pm\times
\begin{cases}N_\omega,&E\to E+\omega,\\ N_\omega+1,&E\to E-\omega,\end{cases}
\end{equation}
with $N_\omega=1/(e^{\omega/\Theta}-1)=0.260$ and $W_-=0$ for $E<\omega$. With $z=(k^2+k'^2)/(2kk')$, the angular density is proportional to $1/(z-c)$. Since $\int dc/(z-c)=2\Lambda$ and $c/(z-c)=-1+z/(z-c)$, the mean cosine is $\bar c=(2z\Lambda-2)/(2\Lambda)=z-1/\Lambda$.

In a weak uniform force the stationary Boltzmann equation is $F\,\partial f/\partial k_z=Cf$, where $C$ now includes the phonons. Write $f=f_0+\delta f$. Taking the Maxwellian as the zero-order state is an assumption: all collisions of the model change the energy by $0$ or $\pm\omega$, so $C$ also annihilates $f_0\,p(E)$ for any $p$ of period $\omega$. The choice $p=1$ describes carriers prepared in equilibrium, or kept there by weak processes outside the model such as acoustic-phonon or carrier-carrier scattering. Because $\partial f_0/\partial k_z=-f_0v\cos\theta/\Theta$ and $Cf_0=0$, first order in $F$ reads
\begin{equation}
-\frac{F}{\Theta}f_0\,v\cos\theta=C\,\delta f .
\end{equation}
The source has $l=1$ and $C$ commutes with rotations, so $\delta f=Ff_0\,g(E)\cos\theta$. Out-scattering contributes $-(1/\tau+W_++W_-)\,\delta f$, the impurity in-scattering being already contained in $1/\tau$. For phonon in-scattering, detailed balance replaces $f_0(E')$ times the rate from $E'$ to $E$ by $f_0(E)$ times the reverse rate, and the azimuthal average supplies $\bar c$. After division by $-Ff_0\cos\theta$,
\begin{equation}
(Lg)(E)\equiv\Big(\frac1\tau+W_++W_-\Big)g(E)-\sum_\pm W_\pm\bar c_\pm\,g(E\pm\omega)=\frac v\Theta .
\label{ladder}
\end{equation}
This couples the energies of one ladder with spacing $\omega$. The diagonal entry exceeds the sum of the magnitudes of the others, since $1/\tau>0$ and $|\bar c_\pm|<1$, so the truncated ladder has one solution. The drift velocity is $\langle v\cos\theta\,Fg\cos\theta\rangle$, and the directional average of $\cos^2\theta$ is $1/3$:
\begin{equation}
\mu=\frac{\langle vg\rangle}{3}=\frac{\langle v\,L^{-1}v\rangle}{3\Theta}.
\label{mu}
\end{equation}

The impurities enter (\ref{ladder}) through $1/\tau$ alone. The replacement leaves $1/\tau$ unchanged and therefore leaves $\mu$ unchanged, whatever the strength of the phonons. No relaxation time for the whole problem was assumed. Without phonons, (\ref{mu}) reduces to $\mu=\langle v^2\tau\rangle/(3\Theta)$. For constant $\tau$, $\langle v^2\rangle=4\langle E\rangle/m=6\Theta/m$ then gives $\mu=\tau/(m/2)$, the Drude result in these units.

In the example, (\ref{ladder}) yields $\mu=4.99\times10^4\,a_0^2/\hbar$, or about $2.1\times10^3$ cm$^2$/(V\,s). Phonons alone give $9.75\times10^4\,a_0^2/\hbar$. The impurities halve the mobility, so an error in their treatment would be visible.

If nothing but the force moves carriers between ladders, the state reached after long times is not Maxwellian even for $F\to0$. With $f_0\,p$ as zero order, $\delta f=Ff_0\,(p-\Theta p')\,g\cos\theta$. Stationarity requires the energy flux summed over a ladder, proportional to $(p-\Theta p')\sum\sqrt E\,f_0vg$, to be the same for all ladders. This fixes a non-constant $p$ and gives a mobility about 3\% lower, $4.84\times10^4\,a_0^2/\hbar$. The condition contains the impurities only through $g$, so this value too is unchanged by the replacement.

The argument stops at first order. At second order the force acts on $\delta f$ and produces $\cos^2\theta=\tfrac13+\tfrac23P_2$, whose second part relaxes differently in the two models. At third order it feeds back into $l=1$, and equality of the drift is no longer guaranteed. An ellipsoidal band also lies outside the proof, because its energy surface is not a sphere in $k$.

\section{A simulation that can test the equality}

At zero field the mobility can be read from diffusion, and the energy stays constant during a flight. The flight time is then $-\ln R/(\Gamma+W_++W_-)$, with $R$ uniform on $(0,1)$; the replacement puts $1/\tau$ in place of $\Gamma$. Angles come from inverting cumulative distributions. For the true impurity kernel, $R=(1+b)u/(1+bu)$ gives
\begin{equation}
c=1-2u,\qquad u=\frac{R}{1+b(1-R)} .
\end{equation}
The replacement uses $c=1-2R$. For phonons, $R=\ln[(z+1)/(z-c)]/\ln[(z+1)/(z-1)]$ gives $c=z-(z+1)[(z-1)/(z+1)]^R$.

To relate the displacement $\Delta\mathbf r$ in a window $t_w$ to $\mu$, let $h(E,t)\hat k$ be the mean velocity at time $t$ of a carrier that starts at $E$ in direction $\hat k$. An early collision to $E'$ replaces $h(E)$ on average by $\bar c\,h(E')$, so $\partial h/\partial t=-Lh$ with $h(E,0)=v$. The velocity correlation function is therefore $\langle v\,e^{-Lt}v\rangle$. It is the same in both models at all times. Stationarity and integration by parts give
\begin{align}
\langle\Delta r^2\rangle&=2\int_0^{t_w}(t_w-t)\,\langle v\,e^{-Lt}v\rangle\,dt\nonumber\\
&=2t_w\langle vL^{-1}v\rangle-2\langle vL^{-2}(1-e^{-Lt_w})v\rangle .
\end{align}
Division by $6\Theta t_w$ defines a finite-window mobility,
\begin{equation}
M(t_w)=\frac{\langle\Delta r^2\rangle}{6\Theta t_w}
=\mu-\frac{\langle vL^{-2}(1-e^{-Lt_w})v\rangle}{3\Theta t_w}.
\end{equation}
As $t_w\to\infty$ this is the Einstein relation. For $t_w=10^5\,\hbar$/Ry the ladder gives $M=4.727\times10^4\,a_0^2/\hbar$, which is 5\% below $\mu$. The simulation must be compared with this value.

With 20\,000 carriers per model, the true kernel gives $(4.67\pm0.03)\times10^4$ and the replacement $(4.71\pm0.03)\times10^4\,a_0^2/\hbar$. They lie 1.7 and 0.4 standard errors below the ladder value. Their difference is $(-0.9\pm1.0)\%$ of $M$. The simulation thus confirms equality at the level of one percent; exact equality within the model rests on the derivation.

\section{The measured gain}

The ensemble stays in equilibrium, so the number of collisions per carrier is $t_w$ times the mean total rate. This predicts $10^5\times1.926\times10^{-3}=192.6$ for the true kernel and $10^5\times4.19\times10^{-4}=41.9$ for the replacement. The counts are 193.1 and 41.9, a ratio of 4.6.

This is well below the 17 found at $1.5\,\Theta$, for two reasons. The mean impurity rates are $1.753\times10^{-3}$ and $2.47\times10^{-4}$ Ry$/\hbar$, with ratio 7.1: the mean of $1/\tau$ is weighted towards slow carriers, for which $\Gamma\tau$ is smaller. The 30\% of carriers below $0.7\,\Theta$, where $\Gamma\tau<10$, supply about 78\% of it. The mean phonon rate, $(1.926-1.753)\times10^{-3}=1.73\times10^{-4}$ Ry$/\hbar$, is then added to both and lowers the ratio to 4.6.

The saving in collisions would be lost if the statistical noise grew enough to offset it. For the velocity averaged over the window, the variance of one component is $\langle\Delta r^2\rangle/(3t_w^2)=2\Theta M/t_w$, equal in both models at zero field. The estimator used here is $\Delta r^2$, whose variance contains fourth moments that the proof does not cover. The measured relative variances per carrier are 0.980 and 0.997. Both exceed the Gaussian value $3\cdot2\sigma^4/(3\sigma^2)^2=2/3$, so the displacements are not Gaussian. A longer window need not make them so: every collision changes the energy by $0$ or $\pm\omega$, so a carrier never leaves its ladder, and different ladders need not have the same diffusivity.

At fixed relative error the cost is proportional to relative variance times processor time. The times were 1.45 s and 0.46 s, so the gain is
\begin{equation}
\frac{0.980\times1.45}{0.997\times0.46}\approx3.1 .
\end{equation}
It is smaller than the event ratio because one event cost about $0.38\,\mu$s in the first run and $0.55\,\mu$s in the second. The contributions to the cost per event were not timed separately. The factor 3.1 belongs to one implementation and one pair of runs, whereas 4.6 is a property of the model.

\section{Two design consequences}

The first concerns self-scattering, in which fictitious collisions raise the total rate to one constant bound for all energies. The number of flights is then set by the maximum rate. With $k=\beta\sqrt b/2$, (\ref{total}) becomes $\Gamma=(2m\Theta/\varepsilon\beta)\sqrt b/(1+b)$. Its derivative vanishes at $b=1$, where $\Gamma=m\Theta/(\varepsilon\beta)=7.8\times10^{-3}$ Ry$/\hbar$ and $E=\beta^2/(4m)\approx0.011\,\Theta$. At so small a $b$ the scattering is not strongly forward-peaked, and the replacement changes little. Phonons included, the maxima are $7.9\times10^{-3}$ and $6.5\times10^{-3}$ Ry$/\hbar$. A single bound would reduce the number of flights by a factor of 1.2 in place of 4.6. These numbers belong to the Born kernel: at the peak $m/(\varepsilon k)\approx8$ and $\hbar\Gamma$ exceeds $E$ several hundredfold, so the peak height has no physical meaning and another kernel gives another factor. To keep the gain with this kernel, the flight sampling must follow the energy dependence of the rate, directly at zero field or through separate bounds for energy intervals when a field changes the energy in flight.

The second concerns doping. From $n=1.5\times10^{-9}$ to $1.5\times10^{-8}\,a_0^{-3}$ the mean impurity collision rate falls by 4\%, while the mean momentum rate rises fourfold. The rise is less than tenfold because the factor $2/b$ in (\ref{mom}) is proportional to $n$, while the bracket, which increases with $b$, shrinks as $n$ grows. The event ratio falls from 8.5 to 4.6. At the lowest density the impurities reduce the mobility by 18\% from its phonon value but cause 91\% of all collisions in the direct scheme.

For $n\to0$ within this model, $\Gamma\to m\Theta/(\varepsilon k)$ and $1/\tau\to0$. The Maxwell average $\langle1/k\rangle=2/\sqrt{\pi m\Theta}$ gives
\begin{equation}
\langle\Gamma\rangle\to\frac2\varepsilon\sqrt{\frac{m\Theta}{\pi}}=1.83\times10^{-3}\ \mathrm{Ry}/\hbar ,
\end{equation}
and the event ratio tends to $(1.83+0.17)/0.17\approx12$. The phonons set this ceiling.

The replacement inherits the limits of the kernel it starts from. At $1.5\,\Theta$ the parameter of the Born expansion, $e^2/(\varepsilon\hbar v)=m/(\varepsilon k)$, is 0.70, which is not small. A sphere of radius $1/\beta$ contains only $4\pi n/(3\beta^3)\approx0.9$ carriers, so Debye screening by a smooth carrier cloud and scattering by independent impurities are also rough assumptions at this density. The path between impurity collisions, $v/\Gamma\approx180\,a_0$ at $1.5\,\Theta$, is shorter than the screening length $1/\beta\approx250\,a_0$, and the ratio of the two goes to zero as $n\to0$. The rate $\Gamma$ and the ceiling of 12 thus count events of the kernel, not separate physical collisions. The absolute mobility is therefore a result of the Born-Boltzmann model, not a prediction for a real material. The equality of the two mobilities is a statement within that model. The complete numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
mass ratio 0.2, dielectric constants 12.0, 11.0
kT = 0.0019 Ry, phonon energy = 0.003 Ry
impurity density = 1.50e-08 a0^-3
inverse screening length = 4.0663e-03 1/a0
phonon occupation = 0.2598
At energy 1.5 kT:
  k = 0.02387 1/a0, b = 137.89
  impurity total rate = 1.3168e-03 Ry/hbar
  impurity momentum rate = 7.5814e-05 Ry/hbar
  ratio total/momentum = 17.37
  ratio of l=2 rate to l=1 rate = 2.288
Angular decay after half a momentum relaxation time:
  theory P1 = 0.6065, original P2 = 0.3186
  simulated original: P1 = 0.6074, P2 = 0.3180
  simulated isotropic: P1 = 0.6089, P2 = 0.6093
Mobility from ladder equation:
  full window limit = 4.99294e+04 a0^2/hbar
  the same = 2124.2 cm^2/(V s)
  phonons alone = 9.74959e+04 a0^2/hbar
  isotropic at total rate (wrong) = 7.96453e+03 a0^2/hbar
  finite-window value = 4.72700e+04 a0^2/hbar
Monte Carlo: 20000 particles, window 1.0e+05 hbar/Ry
  original: finite-window mobility = 4.6722e+04 +- 3.3e+02 a0^2/hbar
    mean energy/kT = 1.4990, relative variance = 0.980
    events per particle = 193.07, processor time = 1.45 s
  isotropic: finite-window mobility = 4.7140e+04 +- 3.3e+02 a0^2/hbar
    mean energy/kT = 1.5013, relative variance = 0.997
    events per particle = 41.85, processor time = 0.46 s
  difference = -4.18e+02 +- 4.7e+02 a0^2/hbar
Mean total rates: original 1.9262e-03, isotropic 4.1945e-04 Ry/hbar
Event ratio: predicted 4.592, measured 4.613
Processor time ratio = 3.14
Efficiency gain (variance times time) = 3.09
One constant self-scattering bound:
  original 7.8839e-03, isotropic 6.4677e-03 Ry/hbar
  ratio = 1.219, original peak at E/kT = 0.0109
Density scan: density (a0^-3), mean impurity total and momentum
  rates (Ry/hbar), mobility (a0^2/hbar), event ratio with phonons
  1.5e-09  1.821e-03  6.266e-05  8.0124e+04  8.46
  5.0e-09  1.799e-03  1.341e-04  6.5357e+04  6.42
  1.5e-08  1.753e-03  2.465e-04  4.9929e+04  4.59
\end{verbatim}
